\section*{Townsend Breakdown Between Coaxial Cylinders and Its Parallel-Plate Limit}

\section{Problem}

A gas at pressure $p$ fills the space between two long coaxial metal cylinders, of inner radius $a$ and outer radius $b$. A steady voltage of magnitude $V$ is applied between them. An electron moving along the field $E$ (taken as a positive magnitude) makes
\begin{equation}
\alpha(E)=A\,p\,e^{-Bp/E}
\label{alpha}
\end{equation}
ionizing collisions per unit length, where $A$ and $B$ are constants of the gas. Each ion that reaches the cathode releases on average $\gamma$ electrons, with the same $\gamma$ for both cylinders. Before breakdown the charge in the gap is too small to alter the field.

\begin{enumerate}
\item Find the condition for a self-sustained discharge.
\item Evaluate the breakdown voltage for $a=0.5$ cm, $b=1.5$ cm, $p=0.7$ Torr, $A=12\ \mathrm{cm^{-1}\,Torr^{-1}}$, $B=180\ \mathrm{V\,cm^{-1}\,Torr^{-1}}$ and $\gamma=0.05$. The last three are rough typical values for argon with metal electrodes.
\item Show how the parallel-plate law emerges for a narrow annulus, and find the leading effect of curvature.
\item For fixed radii, find the lowest breakdown voltage that can be reached by changing the pressure.
\end{enumerate}

Throughout, $d=b-a$, $L=\ln(b/a)$ and $G=\ln(1+1/\gamma)$.

\section{A tempting solution}

Between parallel plates the field is uniform, the electron number grows by $e^{\alpha d}$, and breakdown requires $\alpha d=G$. Between cylinders the field varies, but its average over the gap is known whatever its shape:
\begin{equation}
\langle E\rangle=\frac1d\int_a^b E\,dr=\frac Vd .
\label{meanE}
\end{equation}
It seems reasonable to put this average into the ionization coefficient:
\begin{equation}
A p d\,e^{-Bpd/V}=G
\quad\Longrightarrow\quad
V_0=\frac{Bpd}{\ln(Apd/G)} .
\label{plate}
\end{equation}
With $G=\ln 21=3.0445$ and $Apd=8.4$,
\[
V_0=\frac{180\times0.7\times1\ \mathrm V}{\ln(8.4/3.0445)}
=\frac{126\ \mathrm V}{1.0149}=124.2\ \mathrm V .
\]
The result even has the correct narrow-gap limit, since it is the parallel-plate law itself.

\section{Where it fails}

Equation~\eqref{meanE} is correct. The fault is the next step. Multiplication depends on the average of $\alpha(E)$, and this in general differs from $\alpha$ at the average field because $\alpha$ is not linear in $E$. Differentiating \eqref{alpha} twice shows the direction of the error:
\begin{align}
\frac{d\alpha}{dE}&=\alpha\,\frac{Bp}{E^2},\\
\frac{d^2\alpha}{dE^2}
&=\alpha\left(\frac{Bp}{E^2}\right)^2-\frac{2\alpha Bp}{E^3}
=\alpha\,\frac{Bp}{E^3}\left(\frac{Bp}{E}-2\right).
\label{convex}
\end{align}
Where $E/p>B/2$, the curve $\alpha(E)$ is concave. If this holds across the whole gap, the average of $\alpha$ lies below $\alpha(V/d)$: the strong field near the inner cylinder gains less ionization than the weak field near the outer one loses. The cylinders then need more than $V_0$. If instead $E/p<B/2$ across the whole gap, the curve is convex and they need less. When the field straddles $B/2$, this argument alone does not decide the sign.

\section{The breakdown condition}

\subsection{Field and current balance}

Without space charge, Gauss's law makes the flux of $E$ through every coaxial cylinder equal, so $rE=C$. The voltage fixes the constant:
\begin{equation}
V=\int_a^b\frac Cr\,dr=CL
\quad\Longrightarrow\quad E(r)=\frac{V}{rL}.
\label{field}
\end{equation}

Take first the inner cylinder as cathode. Let $\Gamma_e$ be the outward electron flux density. Its steady continuity equation in cylindrical geometry is
\begin{equation}
\frac1r\frac{d}{dr}(r\Gamma_e)=\alpha\Gamma_e .
\end{equation}
The electron particle current per unit length, $J_e=2\pi r\Gamma_e$, therefore obeys $dJ_e/dr=\alpha J_e$, and
\begin{equation}
J_e(b)=J_e(a)\,e^K,\qquad K=\int_a^b\alpha\,dr .
\end{equation}
The area factor must stay inside $J_e$. The flux density itself changes by $(a/b)e^K$, but the balance of particles concerns total currents.

Each ionization makes one electron and one ion. With no volume or end losses, all the ions reach the cathode, so their current there is $J_e(b)-J_e(a)=J_e(a)(e^K-1)$. If an external agent supplies a seed current $J_s$ at the cathode, then
\begin{equation}
J_e(a)=J_s+\gamma J_e(a)(e^K-1)
\quad\Longrightarrow\quad
J_e(a)=\frac{J_s}{1-\gamma(e^K-1)} .
\end{equation}
A current can persist with $J_s=0$ when the denominator vanishes:
\begin{equation}
\gamma(e^K-1)=1\quad\Longrightarrow\quad K=\ln(1+1/\gamma)=G .
\label{criterion}
\end{equation}
With the outer cylinder as cathode, the electrons move inward. Measured along their path, the current again grows at the rate $\alpha$, and the same $K$ results. In this local model with equal $\gamma$, polarity does not change the breakdown voltage.

\subsection{The integral}

Inserting \eqref{field} into \eqref{alpha} makes the exponent linear in $r$:
\begin{equation}
\alpha(r)=Ap\,e^{-cr},\qquad c=\frac{BpL}{V}.
\end{equation}
Hence
\begin{equation}
K=Ap\int_a^b e^{-cr}\,dr=\frac{Ap}{c}\left(e^{-ca}-e^{-cb}\right).
\label{K}
\end{equation}
Since $Ap/c=AV/(BL)$, condition \eqref{criterion} becomes
\begin{equation}
\boxed{\;\frac{AV}{BL}\left[e^{-BpaL/V}-e^{-BpbL/V}\right]
=\ln\left(1+\frac1\gamma\right)\;}
\label{result}
\end{equation}
The integral is closed, but $V$ remains implicit and is found numerically.

Raising $V$ raises $E$, and hence $\alpha$, at every radius, so $K$ increases strictly with $V$. It tends to zero as $V\to0$ and to $Apd$ as $V\to\infty$. There is therefore one finite solution if $Apd>G$, and none otherwise. For the present gap the model's threshold pressure is $G/(Ad)=0.254$ Torr, the same as for plates. Near it the voltage grows without bound and $E/p$ leaves any range in which fixed $A$ and $B$ can be trusted, so this is a property of the model and not a dependable prediction.

\subsection{The number}

Here $L=\ln3=1.0986$. Because $K$ rises steadily with $V$, bracketing the root and narrowing the bracket is safe. The root is $V=130.42$ V, at which
\begin{align*}
ca&=\frac{180\times0.7\times0.5\times1.0986}{130.42}=0.5307,
& e^{-ca}&=0.5882,\\
cb&=3ca=1.5921, & e^{-cb}&=0.2035,
\end{align*}
and the prefactor is $AV/(BL)=7.914$. The left side of \eqref{result} is then
\[
7.914\,(0.5882-0.2035)=3.045=G .
\]
The breakdown voltage is thus about 130 V, which is 5.0\% above the tempting value at the same gap and pressure. At this voltage $E/p$ falls from 339 to $113\ \mathrm{V\,cm^{-1}\,Torr^{-1}}$ across the gap. It stays above $B/2=90$ in the same unit, so the concavity argument applies and gives the correct sign.

As a test of \eqref{criterion} as well as of the integral, the electron and ion continuity equations were solved together on 300 radial cells, with the emission condition at the cathode and a numerically computed field. The voltage at which the response to a seed diverges was 130.418 V for an inner cathode and 130.414 V for an outer one. The tiny difference is discretization error, since the continuous equations give equal values.

\section{The narrow annulus}

Hold $p$ and $d$ fixed and let both radii grow. Define the mean radius $R=(a+b)/2$, the relative width $\delta=d/R$, and $x=Bpd/V$. Then $a=R(1-\delta/2)$ and $b=R(1+\delta/2)$, so that
\begin{equation}
L=\ln\frac{1+\delta/2}{1-\delta/2}
=\delta+\frac{\delta^3}{12}+O(\delta^5).
\end{equation}
In \eqref{K}, take out the exponential at the mean radius, using $a=R-d/2$ and $b=R+d/2$:
\begin{equation}
K=\frac{Ap}{c}e^{-cR}\left(e^{cd/2}-e^{-cd/2}\right)
=Apd\,e^{-cR}\,\frac{\sinh(cd/2)}{cd/2}.
\label{sinh}
\end{equation}
From $c=xL/d$ and $R=d/\delta$ we have
\begin{equation}
cR=\frac{xL}{\delta}=x+\frac{x\delta^2}{12}+O(\delta^4),
\qquad \frac{cd}{2}=\frac{xL}{2}=\frac{x\delta}{2}+O(\delta^3).
\end{equation}
As $\delta\to0$ the last factor in \eqref{sinh} tends to one and $cR\to x$. Thus $K\to Apd\,e^{-Bpd/V}$, and setting this equal to $G$ gives the plate law \eqref{plate}.

For the first correction, use $\sinh u/u=1+u^2/6+O(u^4)$:
\begin{align}
K&=Apd\,e^{-x}\left(1-\frac{x\delta^2}{12}\right)
\left(1+\frac{x^2\delta^2}{24}\right)+O(\delta^4)\nonumber\\
&=Apd\,e^{-x}\left[1+\frac{x(x-2)}{24}\delta^2\right]+O(\delta^4).
\end{align}
Let $x_0=\ln(Apd/G)$, so that $V_0=Bpd/x_0$. Setting $K=G$ and taking logarithms gives
\begin{equation}
x=x_0+\frac{x(x-2)}{24}\delta^2+O(\delta^4)
=x_0+\frac{x_0(x_0-2)}{24}\delta^2+O(\delta^4).
\end{equation}
Replacing $x$ by $x_0$ in the small term changes the result at order $\delta^4$. Finally $V=Bpd/x=V_0x_0/x$, so
\begin{equation}
V=V_0\left[1+\frac{2-x_0}{24}\,\delta^2+O(\delta^4)\right].
\label{curve}
\end{equation}
There is no first-order correction. The sign changes at $x_0=2$, where the mean field satisfies $V_0/(pd)=B/2$: the inflection found in \eqref{convex}. The tempting solution is therefore a good approximation when $\delta$ is small, with an error that is in general of second order.

For the example, $x_0=1.0149$. Keeping $d=1$ cm and $p=0.7$ Torr fixed while $a$ increases gives the following voltages.

\begin{center}
\begin{tabular}{cccc}
$a$ (cm) & $\delta$ & $V$ from \eqref{result} (V) & $V$ from \eqref{curve} (V)\\
0.5 & 1.000 & 130.42 & 129.25\\
1.0 & 0.667 & 126.62 & 126.42\\
2.0 & 0.400 & 124.99 & 124.97\\
5.0 & 0.182 & 124.32 & 124.32\\
20.0 & 0.049 & 124.16 & 124.16
\end{tabular}
\end{center}

The plate value is 124.15 V. Even at $\delta=1$ the second-order formula is within 1\% of the full solution for these parameters.

\section{Changing the pressure}

Now keep both radii fixed. At fixed $V$, the pressure enters \eqref{K} through $c$ alone, because $Ap/c=AV/(BL)$ does not contain $p$. The bracket $e^{-ca}-e^{-cb}$ is positive and vanishes both for $c\to0$ and for $c\to\infty$. Its maximum satisfies
\begin{equation}
-a e^{-ca}+b e^{-cb}=0
\quad\Longrightarrow\quad e^{c(b-a)}=\frac ba
\quad\Longrightarrow\quad c=\frac Ld .
\label{stationary}
\end{equation}
This is the one stationary point. There $e^{-ca}=(a/b)^{a/d}$, and $e^{-cb}=e^{-ca}e^{-L}=(a/b)^{a/d}(a/b)$. The bracket equals
\begin{equation}
\left(\frac ab\right)^{a/d}\left(1-\frac ab\right)
=\left(\frac ab\right)^{a/d}\frac db .
\end{equation}
The greatest $K$ available at voltage $V$ is this bracket times $AV/(BL)$, which is proportional to $V$. The lowest voltage permitting breakdown is the one at which this greatest $K$ just reaches $G$:
\begin{equation}
V_{\min}=\frac{BG}{A}\,\frac{Lb}{d}\left(\frac ba\right)^{a/d},
\qquad p_{\min}=\frac{V_{\min}}{Bd}.
\label{min}
\end{equation}
The second relation follows from $c=BpL/V=L/d$. Unlike the general condition, the minimum is explicit in $V$. The mean reduced field there, $V/(pd)=B$, is the same as at the minimum for plates.

For the present radii,
\[
V_{\min}=\frac{180\times3.0445}{12}\times1.0986\times1.5\times\sqrt3
\ \mathrm V=130.3\ \mathrm V
\]
at 0.724 Torr. The chosen 0.7 Torr is therefore almost at the minimum.

Two limits are instructive. For a narrow annulus, $L\simeq d/a$ and $b/a\to1$ give $Lb/d\to1$, while $(1+d/a)^{a/d}\to e$. Thus $V_{\min}\to eBG/A=124.1$ V, the plate minimum. For a thin inner wire, $a\to0$ at fixed $b$, both $b/d$ and $(b/a)^{a/d}$ tend to one, and $V_{\min}\simeq(BG/A)\ln(b/a)$. The formal minimum then rises logarithmically. But the reduced field at the wire, $Bd/(aL)$, diverges, so the coefficients fail before this limit is reached.

With the original radii, a pressure scan shows the change in the effect of curvature.

\begin{center}
\begin{tabular}{cccc}
$p$ (Torr) & coaxial (V) & plates (V) & $E/p$ range\\
0.5 & 141.5 & 132.7 & 515--172\\
1.0 & 135.6 & 131.2 & 247--82\\
2.0 & 174.1 & 174.4 & 159--53\\
4.0 & 252.0 & 261.1 & 115--38
\end{tabular}
\end{center}

The last column is in $\mathrm{V\,cm^{-1}\,Torr^{-1}}$, from inner to outer cylinder. The two geometries have equal breakdown voltages at 1.95 Torr, where $x_0=\ln(12\times1.951/3.0445)=2.04$, close to the narrow-gap value of 2. The coefficients are meant for roughly 100 to 600 in this unit. The last three rows fall below that range over the outer 27\%, 71\% and 93\% of the gap respectively, and at 2 and 4 Torr that part supplies 46\% and 78\% of $K$, so the crossover describes the model and not a reliable property of argon.

\section{How far the number can be trusted}

The example resembles the ignition of an unmagnetized argon glow used for surface processing. A pressure of 0.7 Torr and a centimetre gap are reasonable there, but the pressure is far above the few millitorr typical of magnetron sputtering, where the magnetic field also invalidates the model. Breakdown near the minimum at one to a few hundred volts is the right rough scale for argon. The surface matters greatly: with everything else fixed, $\gamma=0.025$ gives 164 V and $\gamma=0.10$ gives 104 V. This uncertainty is larger than the 5\% effect of curvature. That figure also depends on the form fitted to $\alpha$. Another common argon fit, $\alpha/p=29.2\,e^{-26.6\sqrt{p/E}}$ in the same units, gives 140 V for the cylinders and 137 V for plates, an excess of 2.8\%, with the crossover near 2.2 Torr. The sign is kept and the size is roughly halved.

The local coefficient is a second weakness. At the inner cylinder the ionization length $1/\alpha$ is 0.20 cm, or 0.40 of the radius $a$ over which the field changes. Moreover, an electron leaving the cathode cannot ionize until it has fallen through about 16 V. From \eqref{field}, the drop between $a$ and $r$ is $(V/L)\ln(r/a)$. At 130 V the resulting dead layer is 0.07 cm thick at an inner cathode and 0.19 cm at an outer one. Removing ionization from the dead layer, with its thickness recomputed at each trial voltage, and solving again for $V$ gives 146 V and 148 V respectively. The shift of 12 to 14\% relative to 130 V exceeds the curvature effect. Most of it is not geometric: the same dead layer raises the plate value from 124 V to 141 V, which leaves an excess of 3\% for an inner cathode and 5\% for an outer one. Polarity now matters in the model, but only by 2.5 V, and raising $\gamma$ at the outer cathode from 0.050 to 0.053 would cancel this. In a real gas the effective $\gamma$ varies with $E/p$ at the cathode, which differs threefold between the two cylinders, so the sign of the real polarity effect is not settled here. This is a crude estimate, since fitted values of $A$ and $B$ may already contain part of it.

Gas density, rather than pressure itself, controls collisions. If the coefficients refer to 293 K and the gas is at 400 K with $p$ unchanged, the effective pressure falls by the factor $293/400$ and the voltage becomes 140 V.

The vacuum field requires a small current. Suppose that ions carry the whole electric current $I'$ per unit length with constant mobility $\mu$. Their charge density is $\rho=I'/(2\pi r\mu E)$, which is uniform to lowest order because $rE=V/L$. Gauss's law, $d(rE)/dr=\rho r/\varepsilon_0$ for outward-moving ions, gives the relative change of $rE$ across the gap:
\begin{equation}
\frac{\Delta(rE)}{V/L}\simeq
\frac{I'(b^2-a^2)L^2}{4\pi\varepsilon_0\mu V^2}.
\end{equation}
For inward-moving ions the magnitude of $rE$ falls outward by the same amount at this order. With a rough $\mu p=500\ \mathrm{cm^2\,Torr\,V^{-1}s^{-1}}$, a 10\% change corresponds to $0.56\ \mu\mathrm A$ per centimetre of length. This is a cautious estimate: electrons carry part of the current, and all of it at the anode, so the ion charge is smaller than assumed and the current needed for the same change is larger. Equation~\eqref{result} therefore describes ignition, not the established glow, whose space charge reshapes the field. End losses and electrons scattered back to the cathode are also omitted, and their effect has not been estimated here. The computed values for the main model are in the numerical output below.

\section*{Table of computed values}
\begin{verbatim}
Input A = 12 /(cm Torr), B = 180 V/(cm Torr)
Input gamma = 0.050 (no unit), p = 0.70 Torr
Input a = 0.50 cm, b = 1.50 cm, d = 1.00 cm
L = 1.09861, G = 3.04452 (no unit)
A p d = 8.4000, x0 = 1.0149 (no unit)
Threshold pressure for any breakdown = 0.2537 Torr
Coaxial breakdown voltage = 130.418 V
Exponents B p a L/V = 0.53070, B p b L/V = 1.59209
Exponentials = 0.58819, 0.20350
Prefactor A V/(B L) = 7.91412 (no unit)
Transport solution, inner cathode = 130.418 V
Transport solution, outer cathode = 130.414 V
Plate voltage at same gap = 124.152 V
Coaxial excess over plates = 5.05 %
Coaxial minimum = 130.349 V at 0.7242 Torr
Plate minimum = 124.138 V at 0.6897 Torr
Equal coaxial and plate voltages at p = 1.9513 Torr
Scan: p (Torr), V coax (V), V plates (V), E/p in, out (V/cm/Torr)
  0.5  141.52  132.66  515.3  171.8
  0.7  130.42  124.15  339.2  113.1
  1.0  135.57  131.24  246.8  82.3
  2.0  174.15  174.36  158.5  52.8
  4.0  251.97  261.07  114.7  38.2
Fixed gap and p: a (cm), delta, V (V), V second order (V)
  0.5  1.0000  130.4182  129.2476
  1.0  0.6667  126.6196  126.4165
  2.0  0.4000  124.9918  124.9670
  5.0  0.1818  124.3212  124.3201
  20.0  0.0488  124.1638  124.1638
Curvature check: x0, numerical coefficient, (2-x0)/24
  0.5  0.06251  0.06250
  1.0  0.04167  0.04167
  2.0  0.00000  0.00000
  4.0  -0.08334  -0.08333
Field inner = 237.42 V/cm, outer = 79.14 V/cm
Ionization length at inner electrode = 0.202 cm
Ionization length / field scale = 0.405
Rough ionization threshold = 16 V
Dead space: inner 0.072 cm, outer 0.189 cm
Voltage with dead space, inner cathode = 145.58 V
Voltage with dead space, outer cathode = 148.10 V
Gas heated from 293 K to 400 K: 139.77 V
Voltage for gamma 0.025 = 163.65 V
Voltage for gamma 0.100 = 104.41 V
Rough ion mobility times p = 500 cm2 Torr/(V s)
Current for about 10% rE change = 0.560 uA/cm
Integrated rE change at that current = 9.54 %
\end{verbatim}
